# Zone-centre s-antibonding conduction mass in a nearest-neighbour sp3 diamond model

Let $a$ be the cubic lattice constant of a diamond crystal, with two identical atoms, A and B, in each primitive cell. Each atom carries one s orbital of energy $E_s$ and three real p orbitals of energy $E_p$. The orbitals are taken as orthonormal, hopping is kept between nearest neighbours alone, and spin-orbit coupling is at first left out. The four bonds from an A atom to its B neighbours are

$$
\mathbf d=\frac a4(1,1,1),\quad \frac a4(1,-1,-1),\quad \frac a4(-1,1,-1),\quad \frac a4(-1,-1,1).
$$

Their length is $\sqrt3\,a/4$, so the direction cosines are $n_i=4d_i/(\sqrt3\,a)$. For a bond pointing from the first orbital to the second, the two-centre hoppings are

$$
t_{ss}=V_{ss},\qquad t_{s,i}=n_iV_{sp},\qquad t_{i,s}=-n_iV_{sp},
$$

$$
t_{ij}=n_in_j(V_{pp\sigma}-V_{pp\pi})+\delta_{ij}V_{pp\pi}.
$$

Here $V_{ss}<0$. The minus sign in $t_{i,s}$ arises because a p orbital is odd: exchanging the two orbitals reverses the direction from the s atom to the p atom. Bloch sums are built with phases taken at the atomic positions, so that

$$
\langle\alpha A|H(\mathbf k)|\beta B\rangle=\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf d}\,t_{\alpha\beta}(\mathbf d).
$$

The effective mass $m^*$ is defined by $E(\mathbf k)=E(0)+Ck^2+O(k^4)$ with $C=\hbar^2/2m^*$. The kinetic energy is already contained in the matrix elements of $H$, so no separate free-electron term is to be added to $C$.

Two bond sums carry most of the derivation. Each Cartesian component is positive on two bonds and negative on two, and so is each product of two different components. Each square equals $a^2/16$ on all four bonds. Hence

$$
\sum_{\mathbf d}d_i=0,\qquad \sum_{\mathbf d}d_id_j=\frac{a^2}{4}\delta_{ij},\qquad \sum_{\mathbf d}n_in_j=\frac43\delta_{ij}.
$$

At $\mathbf k=0$ the s-p hopping therefore cancels. The s orbitals on A and B are joined by $4V_{ss}$, and equal p components are joined by

$$
V_{xx}=\frac43(V_{pp\sigma}-V_{pp\pi})+4V_{pp\pi}=\frac43(V_{pp\sigma}+2V_{pp\pi}),
$$

which is taken as positive. Write $|s_\pm\rangle=(|s_A\rangle\pm|s_B\rangle)/\sqrt2$ and $|p_{i\pm}\rangle=(|p_{iA}\rangle\pm|p_{iB}\rangle)/\sqrt2$. The levels are

$$
E(s_\pm)=E_s\pm4V_{ss},\qquad E(p_{i\pm})=E_p\pm V_{xx}.
$$

Since $V_{ss}$ is negative, the difference $s_-$ is the antibonding s state, at $E_s+4|V_{ss}|$. Since $V_{xx}$ is positive, the difference $p_{i-}$ is the bonding p state. The energy that controls the mass is the separation of these two levels,

$$
E_0=E(s_-)-E(p_-)=E_s+4|V_{ss}|-E_p+V_{xx}.
$$

Eight valence electrons per cell fill four bands. For $0<E_0<2V_{xx}$ the filled levels at the zone centre are $s_+$ and the $p_-$ triplet, and $s_-$ is the lowest empty one, below the $p_+$ triplet. The name conduction mass is apt in this case if $C>0$, although the lowest conduction energy of the whole crystal may still lie at another wave vector.

Now let $\mathbf k$ be small and write $H(\mathbf k)=H_0+H_1+H_2+\dots$, where $H_n$ is of order $k^n$. If $s_-$ is not degenerate with another level, perturbation theory gives

$$
E(\mathbf k)=E(s_-)+\langle s_-|H_1+H_2|s_-\rangle+\sum_{m\ne s_-}\frac{|\langle m|H_1|s_-\rangle|^2}{E(s_-)-E_m}+\dots
$$

There is no cubic term: all hoppings are real, so $H(-\mathbf k)=H(\mathbf k)^*$, the two matrices have the same eigenvalues, and the energy is even in $\mathbf k$.

The direct s-s contribution comes from

$$
f(\mathbf k)=\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf d}
=4+i\,\mathbf k\cdot\sum_{\mathbf d}\mathbf d-\frac12\sum_{\mathbf d}(\mathbf k\cdot\mathbf d)^2+O(k^3)
=4-\frac{a^2k^2}{8}+O(k^3).
$$

In the difference state the A-B element enters with a minus sign:

$$
\langle s_-|H|s_-\rangle=E_s-\frac{V_{ss}}2(f+f^*)
=E_s+4|V_{ss}|-\frac{a^2|V_{ss}|}{8}k^2+O(k^4).
$$

The meaning is simple. At the zone centre all four bonds contribute fully to the antibonding energy. A finite $\mathbf k$ puts them out of phase, the antibonding penalty shrinks, and the band bends down. The cubic part of $f$ is imaginary. It drops out of this expectation value and merely couples $s_-$ to $s_+$ at order $k^3$, which changes the energy at order $k^6$.

The s-p contribution begins with a linear matrix element:

$$
\langle s_A|H_1|p_{iB}\rangle=V_{sp}\sum_{\mathbf d}n_i\,(i\mathbf k\cdot\mathbf d)
=iV_{sp}\frac{4}{\sqrt3\,a}\,\frac{a^2}{4}k_i=iPk_i,\qquad P=\frac{aV_{sp}}{\sqrt3}.
$$

With the orbitals exchanged, $\langle p_{iA}|H_1|s_B\rangle=-iPk_i$, and complex conjugation gives $\langle s_B|H_1|p_{iA}\rangle=+iPk_i$. Therefore

$$
\langle s_-|H_1|p_{i\pm}\rangle=\frac12\left[\pm\langle s_A|H_1|p_{iB}\rangle-\langle s_B|H_1|p_{iA}\rangle\right]
=\frac{iPk_i}{2}(\pm1-1).
$$

The coupling to the p-antibonding states vanishes, and that to the p-bonding states is $-iPk_i$. All three p-bonding states lie at the same distance $E_0$, so their second-order shifts add up to

$$
\sum_i\frac{P^2k_i^2}{E_0}=\frac{P^2k^2}{E_0}.
$$

There is no linear coupling between $s_-$ and $s_+$, because $\sum\mathbf d=0$. Collecting the two contributions gives

$$
\boxed{\frac{\hbar^2}{2m^*}=\frac{a^2V_{sp}^2}{3E_0}-\frac{a^2|V_{ss}|}{8}}
$$

The mass is isotropic, since both terms depend on $k^2$ alone. For positive $E_0$ the first term is repulsion from the valence triplet below, which bends the band up. The second is the loss of antibonding energy, which bends it down.

This separation holds at a given $E_0$. The hopping $V_{ss}$ also sets $E_0$, which contains $4|V_{ss}|$. If $|V_{ss}|$ is varied with the on-site energies and all other hoppings fixed, then

$$
\frac{\partial C}{\partial|V_{ss}|}=-\frac{4a^2V_{sp}^2}{3E_0^2}-\frac{a^2}{8}.
$$

The first part is the effect of the widening gap, the second the direct curvature. For a small gap the indirect part is much the larger, so a small second term in the mass formula does not mean that the mass is insensitive to $V_{ss}$.

The result can be checked along $\mathbf k=(k,0,0)$, where the problem closes on two states. Put $\theta=ka/4$. Two bonds carry the phase $e^{i\theta}$ and two carry $e^{-i\theta}$. Within each pair the signs of $d_y$ and $d_z$ cancel, so the s states couple to $p_x$ alone, and $p_x$ does not couple to $p_y$ or $p_z$. The remaining sums are $f=4\cos\theta$, a p-p element $V_{xx}\cos\theta$, and an s-p element $(4iV_{sp}/\sqrt3)\sin\theta$. In the basis $(s_-,p_{x-})$ the Hamiltonian is

$$
\begin{pmatrix}E_s+4|V_{ss}|\cos\theta&-iw\\ iw&E_p-V_{xx}\cos\theta\end{pmatrix},\qquad w=\frac{4V_{sp}}{\sqrt3}\sin\theta.
$$

Let $D$ be the difference of the diagonal elements and $x$ the shift of the upper state from the first of them. The eigenvalue condition is $x(D+x)=w^2$, so $x=w^2/D-w^4/D^3+\dots$ for small $w$. With $W=16V_{sp}^2/3$ and

$$
w^2=W\left(\theta^2-\frac{\theta^4}{3}\right)+\dots,\qquad D=E_0-\frac{4|V_{ss}|+V_{xx}}{2}\theta^2+\dots,
$$

the energy becomes

$$
E-E(0)=\left(\frac W{E_0}-2|V_{ss}|\right)\theta^2+q\,\theta^4+\dots,
$$

$$
q=\frac{|V_{ss}|}{6}-\frac{W}{3E_0}+\frac{W(4|V_{ss}|+V_{xx})}{2E_0^2}-\frac{W^2}{E_0^3}.
$$

Since $\theta^2=a^2k^2/16$, the quadratic part reproduces $C$. The quartic coefficient measures the departure from a parabola along this direction.

The formula has three kinds of limit. First, for $E_0>0$ the mass is positive only if

$$
V_{sp}^2>\frac38|V_{ss}|E_0.
$$

At equality $C$ vanishes, the mass diverges, and the quartic terms decide the shape of the band. They depend on direction: with the other parameters of the example below, the band then rises along [100] but falls along [110] and [111], so the zone centre is a saddle point. Secondly, for $E_0<0$ the s-antibonding level lies below the p-bonding triplet and is pushed down by it. Both terms are then negative and $s_-$ is no longer a conduction state. As $E_0\to0$ the range of the quadratic law shrinks, since it requires $Pk\ll|E_0|$. At $E_0=0$ the state $s_-$ and the p-bonding combination along $\mathbf k$ split linearly, by $\pm Pk$.

Thirdly, $s_-$ must not coincide with the p-antibonding triplet, that is, $E_0\ne2V_{xx}$. The linear coupling between them vanishes, but a quadratic one survives. From $\sum d_xd_yd_z=a^3/16$ one finds $\sum d_x(\mathbf k\cdot\mathbf d)^2=a^3k_yk_z/8$, and hence

$$
\langle s_-|H_2|p_{x+}\rangle=-\frac{a^2V_{sp}}{4\sqrt3}k_yk_z.
$$

For separated levels this shifts the energy at order $k^4$. For coincident levels a second path of the same order must be added, through the p-bonding states. The linear element $\langle p_{y-}|H_1|p_{x+}\rangle=ia(V_{pp\sigma}-V_{pp\pi})k_z/3$, and the one with $y$ and $z$ exchanged, combine with $-iPk_y$ and $-iPk_z$ to give

$$
\frac{2a^2V_{sp}(V_{pp\sigma}-V_{pp\pi})}{3\sqrt3\,E_0}k_yk_z.
$$

At $E_0=2V_{xx}=\frac83(V_{pp\sigma}+2V_{pp\pi})$ the two paths add up to

$$
-\frac{\sqrt3\,a^2V_{sp}V_{pp\pi}}{4(V_{pp\sigma}+2V_{pp\pi})}k_yk_z.
$$

The couplings to $p_{y+}$ and $p_{z+}$ follow by cyclic exchange. Unless $V_{pp\pi}=0$ or $\mathbf k$ lies along a cubic axis, the coincident levels therefore mix at order $k^2$, and the formula fails. Near coincidence the quadratic law survives away from the cubic axes, but only for $k$ so small that this mixing is weak beside the separation $|E_0-2V_{xx}|$.

For a numerical case take round parameters in the rough regime of germanium: $a=0.57$ nm, $V_{ss}=-1.7$ eV, $V_{sp}=2.4$ eV, $V_{pp\sigma}=2.8$ eV, $V_{pp\pi}=-0.8$ eV and $E_s-E_p=-7.5$ eV. Then $V_{xx}=\frac43(2.8-1.6)=1.6$ eV and

$$
E_0=-7.5+4(1.7)+1.6=0.9\ \text{eV}.
$$

This lies between 0 and $2V_{xx}=3.2$ eV, as required. The two curvature terms are

$$
\frac{(0.57)^2(2.4)^2}{3(0.9)}=0.693\ \text{eV nm}^2,\qquad
-\frac{(0.57)^2(1.7)}{8}=-0.069\ \text{eV nm}^2.
$$

Their sum is $0.624$ eV nm². With $\hbar^2/2m_0=0.0381$ eV nm²,

$$
m^*=\frac{0.0381}{0.624}\,m_0=0.061\,m_0.
$$

The s-p term alone would give $0.055\,m_0$; the opposing curvature is 10 percent of that term. The indirect effect of $V_{ss}$ is larger: the two parts of $\partial C/\partial|V_{ss}|$ are $-4(0.693)/0.9=-3.1$ nm² and $-0.04$ nm². The sign of the mass would change at $V_{sp}=\sqrt{3(1.7)(0.9)/8}=0.76$ eV, far below the value used. Diagonalizing the full Hamiltonian with $V_{sp}$ set 5 percent below and 5 percent above this value, at the same $E_0$, gave negative and positive curvature respectively.

The curvature from diagonalization at the example's own parameters is also $0.624$ eV nm². A wider test used 33 random parameter sets in random directions, with both signs of $E_0$ and $|E_0|$ between 0.6 and 2 eV. The ranges were 0.4 to 0.7 nm for $a$, 1 to 2.5 eV for $|V_{ss}|$, 1 to 3 eV for $V_{sp}$, 1.5 to 3.5 eV for $V_{pp\sigma}$ and 0.3 to 1.2 eV for $|V_{pp\pi}|$. Sets with $s_-$ within 0.5 eV of the $p_+$ triplet were excluded. The largest error, relative to the sum of the magnitudes of the two terms, was $3\times10^{-7}$. All 33 sets happened to have $V_{xx}>0$. The derivation of $C$ does not use the sign of $V_{xx}$, so the formula also holds for $V_{xx}<0$, with $E_0$ measured from the $p_-$ triplet. For instance, with $V_{pp\sigma}=1.6$ eV, $V_{pp\pi}=-1.1$ eV, $E_0=1.0$ eV and the example's $a$, $V_{ss}$ and $V_{sp}$, formula and diagonalization both give $0.555$ eV nm².

At 300 K the thermal energy is 25.85 meV. The band reaches it along [100] at $k=0.207$ nm⁻¹, where the parabola would give 26.67 meV, about 3 percent more. The quartic term accounts for this. Here $W=30.7$ eV, and the four parts of $q$ are $0.3$, $-11.4$, $159$ and $-1295$ eV, so the last, from saturation of the level repulsion, dominates. With $\theta=0.0295$, $q\theta^4$ is about $-0.9$ meV. At the same $k$ along [111] the energy is 25.64 meV, so the anisotropy is below 1 percent.

Spin-orbit coupling can be added as the same on-site term, proportional to $\mathbf L\cdot\mathbf S$, on both atoms. It splits the p-bonding level into a $j=3/2$ quartet, raised by $\Delta/3$, and a $j=1/2$ doublet, lowered by $2\Delta/3$. The state $s_-$ couples to the p orbital along $\mathbf k$ with unchanged spin. The eigenvalues of $\mathbf L\cdot\mathbf S$ are $1/2$ and $-1$, so the projector on the quartet is $\frac23(1+\mathbf L\cdot\mathbf S)$. A real p orbital has $\langle\mathbf L\rangle=0$; its weight in the quartet is thus $2/3$, and no coupling between the two spin states of $s_-$ arises at this order. With the triplet centroid fixed, and with $s_-$ well separated from both split levels,

$$
C=\frac{P^2}{3}\left(\frac{2}{E_0-\Delta/3}+\frac{1}{E_0+2\Delta/3}\right)-\frac{a^2|V_{ss}|}{8}.
$$

For a rough $\Delta=0.3$ eV the gap becomes 0.8 eV. With $P=0.790$ eV nm the mass is $0.0595\,m_0$, a decrease of between 2 and 3 percent.

Enlarging the orbital set can matter much more, depending on the orbital. An excited s orbital that couples only to neighbouring p orbitals leaves the mass unchanged, provided its level does not coincide with $s_-$. Its coupling to p is itself linear in $k$, so the path from $s_-$ through p to the excited orbital and back contains four powers of $k$. Diagonalization with this orbital 5 eV above $E_p$ and a hopping of 2.3 eV again gives $0.061\,m_0$.

A d shell acts differently. On all four bonds $n_yn_z$ has the sign of $n_x$, so $s_-$ couples linearly to the sum state $d_{yz+}$, with element $iaV_{sd}k_x/\sqrt3$. In addition, $p_{x-}$ and $d_{yz+}$ mix already at the zone centre, through

$$
M=\frac{4}{3\sqrt3}\left(\sqrt3\,V_{pd\sigma}-2V_{pd\pi}\right).
$$

Take rough values $E_d-E_p=8$ eV, $V_{sd}=-2.5$ eV, $V_{pd\sigma}=-2$ eV and $V_{pd\pi}=2$ eV, without d-d hopping. Then $M=-5.7$ eV and the valence top acquires 18 percent d weight. Because $M$ and $V_{sd}$ are both negative, the two routes add in phase. The effective s-p hopping is

$$
\sqrt{0.82}\,(2.4)+\sqrt{0.18}\,(2.5)\approx3.2\ \text{eV}.
$$

With $E_s$ readjusted to keep $E_0=0.9$ eV and the other hoppings held fixed, the mass falls to $0.032\,m_0$, about half the sp3 value. A realistic spd parameter set would have all its hoppings refitted, so this is a measure of sensitivity, not a prediction.

Set beside real germanium, the sp3 mass is too large: the zone-centre conduction mass there is roughly $0.04\,m_0$. The model's Kane energy, $2m_0P^2/\hbar^2=16$ eV, is likewise below the roughly 25 eV commonly used in k·p fits to germanium. The d-shell estimate changes the mass in the required direction, and by more than the required amount, so missing orbitals of this strength could account for the difference, though the rough d hoppings do not prove that they do. Temperature matters too: a gap larger by 0.1 eV, roughly the change on cooling from room temperature to a few kelvin, raises the model mass to $0.069\,m_0$ if the hoppings and $a$ stay fixed.

A more serious limit for transport is the order of the valleys. These parameters put the conduction edge at L 1.45 eV above the zone centre, whereas in germanium the L valleys lie roughly 0.14 eV below it. With that depth and a rough density-of-states mass of $0.22\,m_0$ for each of the four L valleys, Boltzmann statistics with parabolic valleys at 300 K give

$$
\frac{n_\Gamma}{n_L}=\frac14\left(\frac{0.061}{0.22}\right)^{3/2}e^{-0.14/0.02585}\approx1.6\times10^{-4}.
$$

This uses the model mass; with the germanium value of roughly $0.04\,m_0$ the ratio is about $0.9\times10^{-4}$. Either way nearly all equilibrium electrons are in the L valleys, and the mass derived here does not set their low-field mobility. Boltzmann statistics in the zone-centre valley require its density to stay well below its effective density of states, $3.8\times10^{17}$ cm⁻³ for a parabolic band of the model mass, or $2.0\times10^{17}$ cm⁻³ for $0.04\,m_0$. The non-parabolicity of the model band raises this value, and with it the ratio, by about 15 percent if the L valleys are kept parabolic. The ratio above also needs the L valleys to be non-degenerate, which is the stricter condition, because they lie lower and fill first. In silicon the s-antibonding level lies above the p-antibonding triplet, so the formula describes a higher state there. In a III-V crystal the two atoms differ, the zone-centre states are no longer equal-weight sums and differences, and the derivation must be redone with unequal amplitudes. The remaining digits of the example are in the numerical output.

## Calculated quantities

```
lattice constant a = 0.57 nm
Vss = -1.7 eV, Vsp = 2.4 eV
Vpp sigma = 2.8 eV, Vpp pi = -0.8 eV
Vxx = 1.60 eV, Es - Ep = -7.50 eV
s-antibonding level (Ep = 0) = -0.70 eV
p-bonding, p-antibonding levels = -1.60, 1.60 eV
level separation E0 = 0.90 eV
hbar^2/(2 m0) = 0.03810 eV nm^2
linear coupling P = 0.7898 eV nm
Kane energy 2 m0 P^2/hbar^2 = 16.37 eV
s-p curvature term = 0.6931 eV nm^2
s-s curvature term = -0.0690 eV nm^2
sum of the two terms = 0.6241 eV nm^2
curvature from diagonalization = 0.6241 eV nm^2
s-s term / s-p term = 10.0 percent
mass m* = 0.0610 m0
mass from s-p term alone = 0.0550 m0
critical Vsp for sign change = 0.757 eV
random parameter sets tested = 33
largest relative error in them = 2.9e-07
spin-orbit splitting (rough) = 0.3 eV
gap with spin-orbit = 0.80 eV
mass with spin-orbit = 0.0595 m0
mass with excited s orbital = 0.0610 m0
d shell: Ed - Ep = 8.0 eV, Vsd = -2.5 eV
d shell: Vpd sigma, pi = -2.0, 2.0 eV
d weight in valence top = 17.9 percent
mass with d shell, same E0 = 0.0324 m0
gap increase on cooling (rough) = 0.1 eV
mass with that larger gap = 0.0687 m0
temperature = 300 K, kT = 25.85 meV
k on [100] at energy kT = 0.2067 1/nm
parabolic energy at that k = 26.67 meV
energy on [111] at that k = 25.64 meV
model conduction edge at L minus zone centre = 1.45 eV
model conduction edge at X minus zone centre = 3.64 eV
L valleys below zone centre (rough input) = 0.14 eV
L density-of-states mass (rough input) = 0.22 m0
number of L valleys = 4
zone-centre / L electron ratio = 1.6e-04
zone-centre effective density of states = 3.79e+17 cm^-3
```
